# Lateral decay length of a mixed-potential disturbance in a thin seed layer: a numerical check

```python
# Result under test: a small mixed-potential disturbance in a thin seed
# layer decays as exp(-|x|/lam), lam = sqrt(R_p/R_s).
# R_s: sheet resistance (ohm/square); R_p: polarisation resistance (ohm cm2)
# eta: potential minus undisturbed mixed potential (V); x: position (cm)
# i_mp: partial current density at the mixed potential (A/cm2)
# b_a, b_c: anodic and cathodic e-fold potentials (V)
# A strip |x| < a has its local mixed potential shifted by dE.
# kappa: bath conductivity (S/cm); eps = lam/(kappa R_p)
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import solve_banded, eigh_tridiagonal
from scipy.optimize import brentq

F = physical_constants["Faraday constant"][0]

# Rough typical inputs, in cm, V, A, ohm, s
h, rho = 3e-7, 100e-6
i_mp, b_a, b_c = 1e-3, 0.060, 0.050
kappa, a, dE = 0.1, 0.1, 0.005
C_dl = 20e-6
D_cu, c_cu, delta = 5e-6, 4e-5, 0.01
M_cu, dens_cu = 63.55, 8.96

R_s = rho / h
R_p = 1 / (i_mp * (1 / b_a + 1 / b_c))
lam = np.sqrt(R_p / R_s)
eps = lam / (kappa * R_p)


# Slope of the net current at a mixed potential found from two partial curves
def anodic(E):
    return 0.013 * np.exp((E + 0.90) / b_a)


def cathodic(E):
    return 0.002 * np.exp(-(E + 0.45) / b_c)


def net(E):
    return anodic(E) - cathodic(E)


E_mix = brentq(net, -1.0, 0.0, xtol=1e-14)
step = 1e-5
slope = (net(E_mix + step) - net(E_mix - step)) / (2 * step)
assert abs(slope / (anodic(E_mix) * (1 / b_a + 1 / b_c)) - 1) < 1e-6

# Film of finite thickness: lowest transverse mode by finite volumes
B_test, n = 0.1, 400
dz = 1 / n
diag = np.full(n, 2 / dz**2)
diag[0] = 1 / dz**2
diag[-1] = 1 / dz**2 + B_test / (1 + B_test * dz / 2) / dz
u2 = eigh_tridiagonal(diag, np.full(n - 1, -1 / dz**2),
                      select="i", select_range=(0, 0))[0][0]
assert abs(u2 / (B_test * (1 - B_test / 3)) - 1) < 2e-3
u_root = brentq(lambda u: u * np.tan(u) - B_test, 0.01, 1.0)
assert abs(u2 / u_root**2 - 1) < 1e-4


def network(sheet, current, shift, length):
    """Nonlinear resistor network on x > 0, symmetric about x = 0."""
    dx = a / 50
    count = int(np.ceil((a + 16 * length) / dx))
    x = (np.arange(count) + 0.5) * dx
    source = np.where(x < a, shift, 0.0)
    eta = np.zeros(count)
    g = 1 / (sheet * dx**2)
    for _ in range(60):
        v = eta - source
        i_net = current * (np.exp(v / b_a) - np.exp(-v / b_c))
        di = current * (np.exp(v / b_a) / b_a + np.exp(-v / b_c) / b_c)
        flux = g * np.diff(eta)
        res = -i_net
        res[:-1] += flux
        res[1:] -= flux
        band = np.zeros((3, count))
        band[0, 1:] = g
        band[2, :-1] = g
        band[1] = -2 * g - di
        band[1, 0] += g
        band[1, -1] += g
        change = solve_banded((1, 1), band, -res)
        eta += change
        if np.max(np.abs(change)) < 1e-12 * abs(shift):
            break
    else:
        raise RuntimeError("Newton iteration did not converge")
    v = eta - source
    i_net = current * (np.exp(v / b_a) - np.exp(-v / b_c))
    return x, eta, np.sum(i_net[x > a]) * dx


def strip(x, shift):
    x = np.abs(x)
    inside = 1 - np.exp(-a / lam) * np.cosh(np.minimum(x, a) / lam)
    outside = np.sinh(a / lam) * np.exp(-x / lam)
    return shift * np.where(x < a, inside, outside)


def tail_length(x, eta, length):
    use = (x > a + 4 * length) & (x < a + 7 * length)
    return -1 / np.polyfit(x[use], np.log(eta[use]), 1)[0]


# Small disturbance: profile and edge current
tiny = 5e-5
x, eta, edge_current = network(R_s, i_mp, tiny, lam)
assert np.max(np.abs(eta - strip(x, tiny))) / tiny < 5e-4
K_tiny = strip(a, tiny) / np.sqrt(R_p * R_s)
assert abs(edge_current / K_tiny - 1) < 2e-3
lam_network = tail_length(x, eta, lam)

# Decay length over a range of sheet and polarisation resistances
for fs, fp in [(1, 1), (0.1, 1), (10, 1), (1, 0.2), (1, 5)]:
    expected = np.sqrt(R_p * fp / (R_s * fs))
    xx, ee, _ = network(R_s * fs, i_mp / fp, tiny, expected)
    assert abs(tail_length(xx, ee, expected) / expected - 1) < 1e-3

# Larger disturbances: near-field error and far tail
nonlinear = {}
for shift in (dE, 0.050):
    xx, ee, _ = network(R_s, i_mp, shift, lam)
    nonlinear[shift] = np.interp(a + lam, xx, ee) / strip(a + lam, shift) - 1
    lam_large = tail_length(xx, ee, lam)
    assert abs(lam_large / lam - 1) < 2e-3

# Coupled sheet and deep solution for one lateral wavenumber
for q in (0.3, 1.0, 3.0):
    k = q / lam
    n = 1200
    dz = 12 / k / n
    A = np.zeros((n + 1, n + 1))
    rhs = np.zeros(n + 1)
    # Unknown 0 is the metal potential; the others are in the solution
    A[0, 0] = k**2 / R_s + 1 / R_p
    A[0, 1] = -1 / R_p
    rhs[0] = 1 / R_p
    A[1, 0] = -1 / R_p
    A[1, 1] = 1 / R_p + kappa * (1 / dz + k**2 * dz / 2)
    A[1, 2] = -kappa / dz
    rhs[1] = -1 / R_p
    for j in range(2, n + 1):
        A[j, j - 1] = -1
        A[j, j] = 2 + (k * dz)**2
        if j < n:
            A[j, j + 1] = -1
    sol = np.linalg.solve(A, rhs)
    transfer = (1 + eps * q) / (1 + eps * q + q**2)
    assert abs((sol[0] - sol[1]) / transfer - 1) < 5e-4


# Strip profile with solution resistance, as a sum of decaying exponentials
def G(s, e=eps):
    def f(t):
        return e * t**2 * np.exp(-t * s) / ((1 - t**2)**2 + (e * t)**2)
    return sum(quad(f, lo, hi, epsabs=0, epsrel=1e-9, limit=300)[0]
               for lo, hi in ((0, 1), (1, 3), (3, np.inf)))


for s in (0.7, 1.3, 3.0):
    direct = quad(lambda q: q / (1 + eps * q + q**2), 0, np.inf,
                  weight="sin", wvar=s, limlst=200)[0]
    assert abs(direct - G(s)) < 1e-5
assert abs(G(100.0) / (2 * eps / 100.0**3) - 1) < 5e-3
assert abs(G(1.0, 1e-3) / (np.pi / 2 * np.exp(-1)) - 1) < 5e-3


def strip_solution(x):
    return dE * (G((x - a) / lam) - G((x + a) / lam)) / np.pi


double_at = brentq(lambda d: strip_solution(a + d * lam)
                   / strip(a + d * lam, dE) - 2, 3, 25)

# Copper-ion transport lowers the cathodic slope at fixed i_mp
i_lim = 2 * F * D_cu * c_cu / delta
ratio = i_mp / i_lim
i_kin = i_mp / (1 - ratio)


def limited(v):
    return 1 / (1 / (i_kin * np.exp(-v / b_c)) + 1 / i_lim)


cath_slope = -(limited(step) - limited(-step)) / (2 * step)
assert abs(cath_slope / (i_mp * (1 - ratio) / b_c) - 1) < 1e-5
R_p_transport = 1 / (i_mp / b_a + cath_slope)
lam_transport = np.sqrt(R_p_transport / R_s)

# Film growth by two-electron copper deposition
growth = i_mp * M_cu / (2 * F * dens_cu)
time_ten = (1.1**2 - 1) * h / growth
edge = float(strip(a, dE))

print(f"Seed thickness: {h*1e7:.1f} nm")
print(f"Effective seed resistivity: {rho*1e6:.0f} microohm cm")
print(f"Mixed current density: {i_mp*1e3:.2f} mA/cm2")
print(f"Anodic e-fold potential: {b_a*1e3:.0f} mV")
print(f"Cathodic e-fold potential: {b_c*1e3:.0f} mV")
print(f"Bath conductivity: {kappa:.2f} S/cm")
print(f"Strip half-width a: {a*10:.2f} mm")
print(f"Local mixed-potential shift: {dE*1e3:.1f} mV")
print(f"Sheet resistance R_s: {R_s:.1f} ohm/square")
print(f"Polarisation resistance R_p: {R_p:.2f} ohm cm2")
print(f"Decay length, formula: {lam*10:.3f} mm")
print(f"Decay length, network: {lam_network*10:.3f} mm")
print(f"Disturbance at strip centre: {float(strip(0, dE))*1e3:.3f} mV")
print(f"Disturbance at strip edge: {edge*1e3:.3f} mV")
print(f"Current leaving one edge: {edge/np.sqrt(R_p*R_s)*1e6:.2f} microA/cm")
print(f"Copper rate change just outside: {100*np.expm1(-edge/b_c):.2f} %")
print(f"Film mode parameter B: {h*rho/R_p:.2e} (no unit)")
print(f"Solution parameter eps: {eps:.4f} (no unit)")
for d in (0, 1, 3, 10):
    pos = a + d * lam
    print(f"Outside edge by {d} decay lengths, sheet only: "
          f"{float(strip(pos, dE))*1e6:.3f} microV")
    print(f"Outside edge by {d} decay lengths, with solution: "
          f"{strip_solution(pos)*1e6:.3f} microV")
print(f"Solution doubles disturbance at: {double_at:.2f} decay lengths")
print(f"The same distance from edge: {double_at*lam*10:.1f} mm")
print(f"R_s at which eps is one: {1/(kappa**2*R_p):.2f} ohm/square")
for shift, error in nonlinear.items():
    print(f"Nonlinear change one decay length out, {shift*1e3:.0f} mV shift: "
          f"{100*error:.3f} %")
print(f"Far-tail decay length, 50 mV shift: {lam_large*10:.3f} mm")
print(f"Copper diffusivity: {D_cu:.1e} cm2/s")
print(f"Copper concentration: {c_cu*1e3:.3f} mol/L")
print(f"Diffusion-layer thickness: {delta*1e4:.0f} micrometre")
print(f"Copper limiting current density: {i_lim*1e3:.2f} mA/cm2")
print(f"R_p with copper transport: {R_p_transport:.2f} ohm cm2")
print(f"Decay length with copper transport: {lam_transport*10:.3f} mm")
print(f"Diffusion layer / decay length: {delta/lam:.4f} (no unit)")
print(f"Double-layer capacitance: {C_dl*1e6:.0f} microF/cm2")
print(f"Double-layer relaxation time: {R_p*C_dl*1e3:.3f} ms")
print(f"Copper growth rate: {growth*1e7:.3f} nm/s")
print(f"Time for 10 % longer decay, fixed resistivity: {time_ten:.2f} s")
print("PASS")
```

It prints:

```
Seed thickness: 3.0 nm
Effective seed resistivity: 100 microohm cm
Mixed current density: 1.00 mA/cm2
Anodic e-fold potential: 60 mV
Cathodic e-fold potential: 50 mV
Bath conductivity: 0.10 S/cm
Strip half-width a: 1.00 mm
Local mixed-potential shift: 5.0 mV
Sheet resistance R_s: 333.3 ohm/square
Polarisation resistance R_p: 27.27 ohm cm2
Decay length, formula: 2.860 mm
Decay length, network: 2.860 mm
Disturbance at strip centre: 1.475 mV
Disturbance at strip edge: 1.258 mV
Current leaving one edge: 13.19 microA/cm
Copper rate change just outside: -2.48 %
Film mode parameter B: 1.10e-12 (no unit)
Solution parameter eps: 0.1049 (no unit)
Outside edge by 0 decay lengths, sheet only: 1257.551 microV
Outside edge by 0 decay lengths, with solution: 1314.960 microV
Outside edge by 1 decay lengths, sheet only: 462.627 microV
Outside edge by 1 decay lengths, with solution: 439.091 microV
Outside edge by 3 decay lengths, sheet only: 62.610 microV
Outside edge by 3 decay lengths, with solution: 59.107 microV
Outside edge by 10 decay lengths, sheet only: 0.057 microV
Outside edge by 10 decay lengths, with solution: 0.152 microV
Solution doubles disturbance at: 9.13 decay lengths
The same distance from edge: 26.1 mm
R_s at which eps is one: 3.67 ohm/square
Nonlinear change one decay length out, 5 mV shift: 0.578 %
Nonlinear change one decay length out, 50 mV shift: 9.982 %
Far-tail decay length, 50 mV shift: 2.861 mm
Copper diffusivity: 5.0e-06 cm2/s
Copper concentration: 0.040 mol/L
Diffusion-layer thickness: 100 micrometre
Copper limiting current density: 3.86 mA/cm2
R_p with copper transport: 31.76 ohm cm2
Decay length with copper transport: 3.087 mm
Diffusion layer / decay length: 0.0350 (no unit)
Double-layer capacitance: 20 microF/cm2
Double-layer relaxation time: 0.545 ms
Copper growth rate: 0.368 nm/s
Time for 10 % longer decay, fixed resistivity: 1.71 s
PASS
```
